# Spin waves of an incommensurate spiral and their three neutron branches

In some magnets with competing exchange, the spins of one layer are parallel and turn by a fixed angle from each layer to the next. If that angle is not a rational fraction of a full turn, the pattern never repeats and there is no magnetic unit cell. Bloch's theorem for the crystal lattice then seems to be unavailable, yet if nothing singles out a direction within the plane of rotation, such a magnet has magnons with a definite wavevector. With one spin per crystal cell, inelastic neutron scattering at one momentum transfer \(q\) then generally shows three one-magnon lines. Both facts follow from a symmetry that survives: a lattice translation combined with a rotation of the spins.

Take \(N\) spins of length \(S\) on a Bravais lattice, with periodic boundaries and \(N\) large, and isotropic exchange

\[
H=\frac12\sum_{ij}J_{ij}\,\mathbf S_i\cdot\mathbf S_j .
\]

The sum runs over ordered pairs, so the factor \(\tfrac12\) counts each bond once. Positive \(J_{ij}\) is antiferromagnetic, \(J_{ii}=0\), and \(\hbar=1\). Positions \(r_i\) and wavevectors \(k,q,Q\) are vectors, written without bold type. Since \(J_{ij}=J_{ji}\) depends only on \(d=r_i-r_j\), we have \(J_d=J_{-d}\), and

\[
J(k)=\sum_dJ_de^{-ik\cdot d}=\sum_dJ_d\cos(k\cdot d)
\]

is real and even. For classical vectors, with \(\mathbf S_k=N^{-1/2}\sum_ie^{-ik\cdot r_i}\mathbf S_i\), the energy obeys

\[
E=\frac12\sum_kJ(k)|\mathbf S_k|^2\ge\frac12J_{\min}\sum_k|\mathbf S_k|^2=\frac12NS^2J_{\min}.
\]

Let the minimum lie at \(\pm Q\) and nowhere else, up to reciprocal-lattice vectors, with \(Q\) incommensurate. The spiral

\[
\mathbf S_i=S(\cos\theta_i,\sin\theta_i,0),\qquad\theta_i=Q\cdot r_i,
\]

has energy \(\tfrac12NS^2J(Q)\), which reaches the bound. An incommensurate spiral does not close on a finite periodic lattice. The mismatch affects only the layers at the seam, so this and later statements hold per spin as \(N\to\infty\), or with \(Q\) replaced by the nearest allowed wavevector. Its plane has normal \(\mathbf n\), the spin \(z\) axis. Isotropic exchange does not fix \(\mathbf n\) relative to the crystal; we suppose that a vanishingly weak anisotropy does.

To describe small deviations, give each site its own right-handed axes,

\[
\mathbf e^1_i=(-\sin\theta_i,\cos\theta_i,0),\quad
\mathbf e^2_i=(0,0,1),\quad
\mathbf e^3_i=(\cos\theta_i,\sin\theta_i,0).
\]

Axis 3 follows the classical spin, axis 1 is transverse within the plane, and axis 2 is normal to the plane. Because \(\mathbf e^1\times\mathbf e^2=\mathbf e^3\), the components \(S^1,S^2,S^3\) obey the usual spin commutation rules. With \(\theta_{ij}=\theta_i-\theta_j\), the products needed are

\[
\mathbf e^1_i\cdot\mathbf e^1_j=\mathbf e^3_i\cdot\mathbf e^3_j=\cos\theta_{ij},\qquad
\mathbf e^3_i\cdot\mathbf e^1_j=-\mathbf e^1_i\cdot\mathbf e^3_j=\sin\theta_{ij}.
\]

The Hamiltonian becomes

\[
\begin{aligned}
H=\frac12\sum_{ij}J_{ij}\big[&\cos\theta_{ij}(S^1_iS^1_j+S^3_iS^3_j)+S^2_iS^2_j\\
&+\sin\theta_{ij}(S^3_iS^1_j-S^1_iS^3_j)\big].
\end{aligned}
\]

The angles enter through \(\theta_{ij}=Q\cdot(r_i-r_j)\) alone. In the rotating axes the Hamiltonian is therefore invariant under every lattice translation, although the spiral in fixed axes is not. A wavevector \(k\) in the ordinary crystal Brillouin zone is a good label, and no supercell is needed.

Now introduce bosons by the Holstein–Primakoff expansion. To the order required,

\[
S^3_i=S-a_i^\dagger a_i,\quad
S^1_i=\sqrt{\tfrac S2}\,(a_i+a_i^\dagger),\quad
S^2_i=-i\sqrt{\tfrac S2}\,(a_i-a_i^\dagger).
\]

The phase is correct: \([S^1,S^2]=-\tfrac{iS}2[a+a^\dagger,a-a^\dagger]=-\tfrac{iS}2(-2)=iS\), which is \(iS^3\) at leading order.

Terms with a single transverse operator come from replacing \(S^3\) by \(S\) in the sine term. They give \(\tfrac S2\sum_{ij}J_{ij}\sin\theta_{ij}(S^1_j-S^1_i)\). For fixed \(j\), \(\sum_iJ_{ij}\sin\theta_{ij}=\sum_dJ_d\sin(Q\cdot d)=0\), because \(J_d\) is even and the sine is odd; the same holds for fixed \(i\). The linear terms vanish, which says that the torques balance. What remains of the sine term begins with three bosons and a coefficient of order \(S^{1/2}\). In second order, with energy denominators of order \(S\), it shifts energies by order \(S^0\). Magnon energies are of order \(S\), so the relative correction is of order \(1/S\) and is dropped here, together with the four-boson terms, which are of the same order. The three-boson term also shifts \(Q\) by order \(1/S\) and lets one magnon decay into two where energy and wavevector allow, which gives the sharp lines found below a width of order \(S^0\).

For the quadratic terms use \(a_i=N^{-1/2}\sum_ke^{ik\cdot r_i}a_k\). The cosine factor shifts the Fourier transform of the exchange both ways:

\[
\sum_dJ_d\cos(Q\cdot d)e^{-ik\cdot d}=\tfrac12[J(k+Q)+J(k-Q)]\equiv\tilde J(k).
\]

The three contributions are

\[
\begin{aligned}
S^3S^3:&\quad\tfrac12NS^2J(Q)-SJ(Q)\sum_ka_k^\dagger a_k,\\
S^1S^1:&\quad\tfrac S4\sum_k\tilde J(k)(a_k+a_{-k}^\dagger)(a_{-k}+a_k^\dagger),\\
S^2S^2:&\quad-\tfrac S4\sum_kJ(k)(a_k-a_{-k}^\dagger)(a_{-k}-a_k^\dagger).
\end{aligned}
\]

In the first line, \(-\tfrac S2\sum_{ij}J_{ij}\cos\theta_{ij}(a_i^\dagger a_i+a_j^\dagger a_j)\) consists of two equal sums, hence the coefficient \(-SJ(Q)\). The operator products in the other two lines are

\[
\pm(a_ka_k^\dagger+a_{-k}^\dagger a_{-k})+a_ka_{-k}+a_{-k}^\dagger a_k^\dagger ,
\]

with the upper sign for \(S^1S^1\). Under a sum with an even coefficient, the bracket equals \(2a_k^\dagger a_k+1\). The constants drop out, since \(\sum_kJ(k)=\sum_k\tilde J(k)=0\) when \(J_{ii}=0\). Collecting terms,

\[
H\simeq\tfrac12NS^2J(Q)+\sum_k\Big[A_ka_k^\dagger a_k+\tfrac12B_k(a_ka_{-k}+a_{-k}^\dagger a_k^\dagger)\Big],
\]

\[
A_k=\tfrac S2[\tilde J(k)+J(k)]-SJ(Q),\qquad B_k=\tfrac S2[\tilde J(k)-J(k)].
\]

The sum and difference are simpler:

\[
A_k+B_k=S[\tilde J(k)-J(Q)],\qquad A_k-B_k=S[J(k)-J(Q)].
\]

The first is the stiffness against in-plane deviations, the second against out-of-plane deviations. Neither is negative: \(J(Q)\) is the minimum of \(J\), and \(\tilde J\) is an average of two values of \(J\).

To find the normal modes, define \(x_k=a_k+a_{-k}^\dagger\) and \(y_k=a_k-a_{-k}^\dagger\). The boson commutators give \([a_k,H]=A_ka_k+B_ka_{-k}^\dagger\) and \([a_{-k}^\dagger,H]=-A_ka_{-k}^\dagger-B_ka_k\). Adding and subtracting,

\[
[x_k,H]=(A_k-B_k)\,y_k,\qquad[y_k,H]=(A_k+B_k)\,x_k .
\]

Seek new bosons \(\alpha_k\) through \(x_k=\lambda_k(\alpha_k+\alpha_{-k}^\dagger)\) and \(y_k=\lambda_k^{-1}(\alpha_k-\alpha_{-k}^\dagger)\), with \(\lambda_k\) positive and even in \(k\). Then

\[
a_k=\tfrac12(\lambda_k+\lambda_k^{-1})\alpha_k+\tfrac12(\lambda_k-\lambda_k^{-1})\alpha_{-k}^\dagger .
\]

The squares of the coefficients differ by one, so the boson commutator is preserved. Requiring \([\alpha_k,H]=\omega_k\alpha_k\) turns the two equations into \(\lambda_k^2\omega_k=A_k-B_k\) and \(\omega_k/\lambda_k^2=A_k+B_k\). Their product and ratio give

\[
\boxed{\;\omega_k=S\sqrt{[J(k)-J(Q)]\,[\tilde J(k)-J(Q)]}\;},\qquad
\lambda_k^2=\sqrt{\frac{J(k)-J(Q)}{\tilde J(k)-J(Q)}} .
\]

This is one magnon branch, with one mode for each \(k\) in the crystal zone. At the isolated points where one factor under the root vanishes, \(\lambda_k\) is zero or infinite, and the formulas are to be read as limits.

Its energy vanishes at \(k=0\), where \(\tilde J(0)=J(Q)\); this mode rotates all spins together within their plane. It also vanishes at \(k=\pm Q\), where \(J(k)=J(Q)\); these modes tilt the plane. Indeed, a rotation by a small vector \((\epsilon_x,\epsilon_y,0)\) changes \(S^z_i\) by \(S(\epsilon_x\sin\theta_i-\epsilon_y\cos\theta_i)\), an out-of-plane wave of wavevector \(Q\).

Let \(\kappa>0\) be the second derivative of \(J\) at \(Q\) along a chosen direction, and \(p\) a small displacement along it. Near \(k=0\), \(\tilde J-J(Q)\simeq\tfrac12\kappa p^2\) while the other factor stays finite. Near \(k=Q\) the roles are exchanged, and \(\tilde J(Q)=\tfrac12[J(0)+J(2Q)]\). Thus \(\omega\simeq c_0|p|\) and \(\omega\simeq c_Q|p|\) respectively, with

\[
c_0=S\sqrt{\tfrac\kappa2[J(0)-J(Q)]},\qquad
c_Q=S\sqrt{\tfrac\kappa2\Big[\tfrac{J(0)+J(2Q)}2-J(Q)\Big]} .
\]

A neutron couples to spin components along fixed laboratory axes. At zero temperature, define

\[
\mathcal S^{ab}(q,\omega)=\sum_n\langle0|S^a_q|n\rangle\langle n|S^b_{-q}|0\rangle\,\delta(\omega-E_n),
\]

where \(E_n\) is measured from the ground state. Apart from constants, the form factor and the ratio of final to initial neutron wavevector, the unpolarized cross section is

\[
I(q,\omega)=\sum_{ab}(\delta_{ab}-\hat q_a\hat q_b)\,\mathcal S^{ab}(q,\omega),
\]

because the neutron senses the magnetization perpendicular to \(q\).

First find what the rotating components create. Since \(S^1_k=\sqrt{S/2}\,x_k\), \(S^2_k=-i\sqrt{S/2}\,y_k\) and \(\alpha_k|0\rangle=0\),

\[
S^1_{-k}|0\rangle=\sqrt{\tfrac S2}\,\lambda_k\alpha_k^\dagger|0\rangle,\qquad
S^2_{-k}|0\rangle=i\sqrt{\tfrac S2}\,\lambda_k^{-1}\alpha_k^\dagger|0\rangle .
\]

The squared norms are the one-magnon weights

\[
W_{\rm in}(k)=\frac S2\,\frac{A_k-B_k}{\omega_k},\qquad
W_{\rm out}(k)=\frac S2\,\frac{A_k+B_k}{\omega_k}.
\]

Their product is \(S^2/4\): a mode with large in-plane fluctuations has small out-of-plane ones.

Now return to fixed axes:

\[
S^x_i=S^3_i\cos\theta_i-S^1_i\sin\theta_i,\quad
S^y_i=S^3_i\sin\theta_i+S^1_i\cos\theta_i,\quad S^z_i=S^2_i .
\]

The constant part of \(S^3\) gives Bragg peaks at \(\pm Q\), up to reciprocal-lattice vectors. Its part \(-a^\dagger a\) changes the magnon number by zero or two, so it creates no single magnon. For one-magnon scattering keep \(S^1\) and \(S^2\). Writing \(\sin\theta_i=(e^{i\theta_i}-e^{-i\theta_i})/2i\), and noting that a factor \(e^{iQ\cdot r_i}\) turns \(S^1_q\) into \(S^1_{q-Q}\),

\[
S^x_q\to\tfrac i2(S^1_{q-Q}-S^1_{q+Q}),\quad
S^y_q\to\tfrac12(S^1_{q-Q}+S^1_{q+Q}),\quad S^z_q=S^2_q .
\]

This is the origin of the three lines. The normal to the plane is the same at every site, so the out-of-plane motion keeps its wavevector. The in-plane transverse axis turns with the spiral, so the in-plane motion acquires \(\pm Q\) when seen from the laboratory.

The magnons at \(q\), \(q+Q\) and \(q-Q\) are orthogonal states, because neither \(Q\) nor \(2Q\) is a reciprocal-lattice vector. No interference terms survive, and

\[
\begin{aligned}
\mathcal S^{xx}=\mathcal S^{yy}&=\tfrac14\sum_\pm W_{\rm in}(q\pm Q)\,\delta(\omega-\omega_{q\pm Q}),\\
\mathcal S^{zz}&=W_{\rm out}(q)\,\delta(\omega-\omega_q).
\end{aligned}
\]

The mixed elements \(xz\) and \(yz\) vanish. The element \(xy\) does not:

\[
\mathcal S^{xy}=\tfrac i4\big[W_{\rm in}(q-Q)\delta(\omega-\omega_{q-Q})-W_{\rm in}(q+Q)\delta(\omega-\omega_{q+Q})\big]=-\mathcal S^{yx}.
\]

It changes sign with the handedness of the spiral, \(Q\to-Q\), but it cancels against \(\mathcal S^{yx}\) in the unpolarized sum, whose polarization factor is symmetric. The \(xx\) and \(yy\) terms together carry the factor \(2-\hat q_x^2-\hat q_y^2=1+\hat q_z^2\). With \(\hat q_z=\hat q\cdot\mathbf n\),

\[
\boxed{\begin{aligned}
I(q,\omega)={}&[1-(\hat q\cdot\mathbf n)^2]\,W_{\rm out}(q)\,\delta(\omega-\omega_q)\\
&+\tfrac14[1+(\hat q\cdot\mathbf n)^2]\sum_\pm W_{\rm in}(q\pm Q)\,\delta(\omega-\omega_{q\pm Q}).
\end{aligned}}
\]

The three branches are thus one dispersion sampled at three wavevectors, not three independent families of modes.

Near a Bragg point, \(q=Q+p\) with small \(p\), two lines approach zero energy. The one at \(\omega_{q-Q}=\omega_p\) has in-plane polarization, velocity \(c_0\) and weight growing as \(1/|p|\). The one at \(\omega_q\) has out-of-plane polarization, velocity \(c_Q\) and weight also growing as \(1/|p|\). The third samples the dispersion near \(2Q\), where the energy is finite. Near \(q=0\) all three energies go to zero, but so do all three weights, linearly in \(|q|\). The reason is that the products of energy and weight, \(\omega_qW_{\rm out}(q)=\tfrac S2(A_q+B_q)\) and \(\omega_{q\pm Q}W_{\rm in}(q\pm Q)=\tfrac S2(A_{q\pm Q}-B_{q\pm Q})\), vanish as \(q^2\), while the energies vanish only as \(|q|\).

The number of visible lines can be smaller than three. If \(q\) is parallel to \(\mathbf n\), the \(\omega_q\) line vanishes. Two energies can also coincide. If \(2Q\) is a reciprocal-lattice vector while \(Q\) is not, the order is collinear and \(q\pm Q\) label the same magnon. Amplitudes must then be added before squaring: \(S^x_q\) has no one-magnon part, \(S^y_q\to S^1_{q+Q}\), and only the magnons at \(q\) and \(q+Q\) are excited. These have the same energy: now \(\tilde J(k)=J(k+Q)\) and \(\tilde J(k+Q)=J(k)\), so the two factors under the root exchange places and \(\omega_{q+Q}=\omega_q\). A single line remains.

The number can also be larger. An anisotropy within the spiral plane, such as a term in \((S^x_i)^2\), contains \(\cos2\theta_i\). It depends on position even in the rotating axes and couples \(k\) to \(k\pm2Q\), so \(k\) is no longer conserved. The argument relies on rotation symmetry about \(\mathbf n\). Scattering with two magnons, neglected here, adds a continuum.

For an example, take a simple cubic lattice with \(S=2\), first- and second-neighbour couplings \(J_1=-1\) and \(J_2=1\) meV along \(c\), and nearest-neighbour coupling \(J_p=-1\) meV in the \(ab\) plane. With wavevector components in radians per lattice spacing \(a\),

\[
J(k)=2J_1\cos k_c+2J_2\cos2k_c+2J_p(\cos k_a+\cos k_b).
\]

Ferromagnetic \(J_p\) puts the minimum at \(k_a=k_b=0\). Along \(c\), writing \(u=\cos k_c\), the function \(-2u+2(2u^2-1)\) is smallest at \(u=\tfrac14\). So \(\cos Q=\tfrac14\): the spins turn by \(75.52^\circ\) per layer, and \(Q=0.2098\) reciprocal-lattice units (r.l.u.).

This classical spiral is truly incommensurate. Let \(t_m=2\cos mQ\), so that \(t_0=2\), \(t_1=\tfrac12\) and \(t_{m+1}=\tfrac12t_m-t_{m-1}\). By induction \(t_m\) for \(m\ge1\) is an odd integer divided by \(2^m\), since the numerator of \(t_{m+1}\) is an odd number minus four times an integer. Hence \(t_m\) never returns to 2, and no number of layers completes a whole number of turns. The proof concerns the classical angle only: at order \(1/S\) the zero-point energy \(\tfrac12\sum_k\omega_k\) depends on \(Q\) and, for \(S=2\), raises the turn angle by about \(0.9^\circ\) per layer.

The values \(J(0)=-4\), \(J(Q)=-6.25\), \(J(2Q)=-1.1875\) meV and \(\kappa=7.5\) meV \(a^2\) along \(c\) give \(c_0=2\sqrt{3.75\times2.25}=5.81\) meV \(a\) and, in the same way, \(c_Q=7.41\) meV \(a\).

Now choose \(q=(0.2,0,0.3)\) r.l.u., so that \(k_a=72^\circ\) and \(k_c=108^\circ\). Then

\[
\begin{aligned}
A_q-B_q&=2[-2\cos108^\circ+2\cos216^\circ-2\cos72^\circ-2+6.25]\\
&=5.264\ \text{meV}.
\end{aligned}
\]

For \(A_q+B_q\), the average over \(k_c\pm Q\) multiplies the first cosine by \(\cos Q=\tfrac14\) and the second by \(\cos2Q=-\tfrac78\), which gives \(10.405\) meV. Hence \(\omega_q=\sqrt{10.405\times5.264}=7.401\) meV and \(W_{\rm out}(q)=10.405/7.401=1.406\). The other two lines sample \(k_c=0.0902\) and \(0.5098\) r.l.u., with \(W_{\rm in}=1.063\) and \(1.783\). Since \((\hat q\cdot\hat c)^2=0.09/0.13=0.692\), the intensities for \(\mathbf n\) along \(c\) are \(0.308\times1.406\) for the line at \(\omega_q\) and \(\tfrac14\times1.692\,W_{\rm in}\) for the others. For \(\mathbf n\) along \(b\), \(\hat q\cdot\mathbf n=0\).

| Line | Energy (meV) | \(I\), \(\mathbf n\parallel c\) | \(I\), \(\mathbf n\parallel b\) |
|---|---|---|---|
| \(q-Q\) | 5.25 | 0.450 | 0.266 |
| \(q\) | 7.40 | 0.433 | 1.406 |
| \(q+Q\) | 8.54 | 0.754 | 0.446 |

In frequency units the energies are 1.270, 1.789 and 2.065 THz. Turning the spiral plane leaves them unchanged but changes the intensities. The lines at \(q\pm Q\) keep their ratio to each other, while the ratio of the \(\omega_q\) line to either of them depends on \((\hat q\cdot\mathbf n)^2\) and so carries information about \(\mathbf n\). This holds for a single domain; a crystal containing equivalent orientations, here \(\mathbf n\parallel a\) and \(\mathbf n\parallel b\), shows their average. The lines are also not strictly sharp. Since \(\omega_Q=0\), a magnon at \(k\) can split into one near \(Q\) and one near \(k-Q\) when \(\omega_{k-Q}<\omega_k\). The two upper lines meet this condition, and at lowest order they acquire half-widths of about 0.04 and 0.06 meV, small against their spacing.

The expansion assumed few bosons per site. From the expression for \(a_k\), \(\langle a_k^\dagger a_k\rangle=\tfrac14(\lambda_k-\lambda_k^{-1})^2=\tfrac12(A_k/\omega_k-1)\). Its average over the zone is 0.025 here, which lowers the ordered spin from 2 to 1.975, about one per cent. In three dimensions the \(1/|p|\) growth near the zero-energy points is integrable; in one dimension the same average would diverge logarithmically, and the expansion about an ordered spiral would fail.

The numerical check checks these results by solving the linearized precession of the spins in fixed axes, without bosons or rotating axes. In a periodic approximant with 13 turns in 62 layers there are 62 modes at the chosen in-plane wavevector, and three lines carry weight at \(q=(0.2,0,19/62)\) r.l.u. In a 401-layer segment with the incommensurate \(Q\), the response of the central layers matches the susceptibility built from these energies and weights at complex frequencies with imaginary part 2 meV, a damping that suppresses the effect of the ends.

## Values computed for the example and the checks

```
spin S = 2
J1, J2, Jp = -1.0, 1.0, -1.0 meV
cos Q = 0.2500
Q = 0.20978 r.l.u. along c
turn angle per layer = 75.522 degrees
J(0) = -4.0000 meV
J(Q) = -6.2500 meV
J(2Q) = -1.1875 meV
second derivative of J at Q = 7.5000 meV a^2
velocity at k=0 along c = 5.8095 meV a
velocity at k=Q along c = 7.4057 meV a
q = (0.2, 0, 0.3) r.l.u.
squared cosine of angle between q and c = 0.6923
q: c component = 0.30000 r.l.u.
q: A+B = 10.4045 meV, A-B = 5.2639 meV
q: energy = 7.4006 meV = 1.7895 THz
q: W_in = 0.7113, W_out = 1.4059
q: intensity, normal along c = 0.4326
q: intensity, normal along b = 1.4059
q-Q: c component = 0.09022 r.l.u.
q-Q: A+B = 4.9387 meV, A-B = 5.5828 meV
q-Q: energy = 5.2509 meV = 1.2697 THz
q-Q: W_in = 1.0632, W_out = 0.9405
q-Q: intensity, normal along c = 0.4498
q-Q: intensity, normal along b = 0.2658
q+Q: c component = 0.50978 r.l.u.
q+Q: A+B = 4.7885 meV, A-B = 15.2262 meV
q+Q: energy = 8.5387 meV = 2.0647 THz
q+Q: W_in = 1.7832, W_out = 0.5608
q+Q: intensity, normal along c = 0.7544
q+Q: intensity, normal along b = 0.4458
moment reduction, 60^3 mesh = 0.0250
moment reduction, 90^3 mesh = 0.0250
ordered spin, 90^3 mesh = 1.9750
approximant: 13 turns in 62 layers
approximant: q = (0.2, 0, 19/62) r.l.u.
approximant: magnon energies at this in-plane q = 62
approximant: lines with nonzero weight = 3
largest energy error = 9.1e-14 meV
largest residue error = 3.8e-15
incommensurate segment = 401 layers
largest susceptibility error = 9.2e-16 1/meV
```
